# Negative-energy states in the electric and magnetic response of hydrogenic ions

## Problem

One electron is in the 1s\(_{1/2}\) state of a fixed point nucleus of charge \(Z\) and obeys the Dirac equation. Its static electric polarizability is a second-order sum over all other Dirac states, including those of negative energy.

1. How large is the negative-energy part of this sum, relative to the nonrelativistic polarizability, and what is its sign?
2. What is its first correction in powers of \(Z\alpha\)?
3. How does the answer change for the response to a uniform magnetic field, and what causes the difference?

Recoil, nuclear size and radiative corrections are left out.

## Units and definitions

Lengths are measured in \(a_0/Z\) and energies in \(Z^2\) hartree, with \(\hbar=m=1\). The speed of light is then \(C=1/(Z\alpha)\), so an expansion in \(1/C\) is an expansion in \(Z\alpha\). With the rest energy subtracted,
\[
H=C\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)C^2+V,\qquad V=-\frac1r .
\]
Bound states lie just below zero. The negative-energy states lie at \(E_n\le-2C^2\).

A field \(\mathcal E\) along \(z\) adds \(\mathcal E z\) to the energy of the electron, whose charge is negative. The second-order shift defines the polarizability:
\[
\sum_{n\neq0}\frac{\mathcal E^2|\langle n|z|0\rangle|^2}{E_0-E_n}=-\tfrac12\alpha_E\mathcal E^2,
\qquad
\alpha_E=2\sum_{n\ne0}\frac{|\langle n|z|0\rangle|^2}{E_n-E_0}.
\]
Let \(\alpha_-\) be the part with \(E_n\le-2C^2\). The states \(n\) are those of the field-free \(H\), and this choice defines the split.

In hole theory the negative-energy states are filled. The vacuum energy then contains the virtual process that lifts an electron from \(n\) into an empty 1s state, with the contribution \(-\mathcal E^2|\langle0|z|n\rangle|^2/(E_0-E_n)\). An electron already in 1s blocks this process. The energy of the ion relative to the vacuum therefore gains the same term with a plus sign, which is the corresponding term of the sum above.

## The nonrelativistic reference

Let \(\varphi=e^{-r}/\sqrt\pi\), with energy \(-\tfrac12\). We need the function \(F\varphi\) that solves
\[
\left(-\tfrac12\nabla^2-\tfrac1r+\tfrac12\right)F\varphi=z\varphi .
\]
Since \(\varphi\) itself is annihilated by the bracket and \(\nabla\varphi=-\hat{\mathbf r}\varphi\), the left side is \((-\tfrac12\nabla^2F+\partial_rF)\varphi\). Try \(F=\cos\theta\,(ar+br^2)\). Then \(\nabla^2F=4b\cos\theta\), and the condition is
\[
-2b+a+2br=r\quad\Rightarrow\quad b=\tfrac12,\; a=1 .
\]
With \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=15/2\),
\[
\alpha_{\rm NR}=2\langle zF\rangle=\tfrac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=\tfrac23\left(3+\tfrac{15}4\right)=\tfrac92 .
\]
In ordinary units this is \(\tfrac92a_0^3/Z^4\).

## The electric matrix element

Write a Dirac state as an upper two-spinor \(u\) and a lower one \(l\). The two rows of \(H\psi=E\psi\) are
\[
C\boldsymbol\sigma\cdot\mathbf p\,l+Vu=Eu,\qquad
C\boldsymbol\sigma\cdot\mathbf p\,u+(V-2C^2)l=El .
\]
For the ground state at small \(Z\alpha\), \(E\) is small beside \(2C^2\), and so is \(V\) except very close to the nucleus. The second row then gives
\[
u_0\simeq\varphi\chi,\qquad l_0\simeq\frac{\boldsymbol\sigma\cdot\mathbf p}{2C}\varphi\chi ,
\]
where \(\chi\) is a constant spinor. For a negative-energy state, \(E\simeq-2C^2\), and the first row gives
\[
u_n\simeq-\frac{\boldsymbol\sigma\cdot\mathbf p}{2C}\,l_n .
\]
Here the lower component is the large one. These relations hold for momenta well below \(C\). For small \(Z\alpha\), \(\varphi\) has nearly all its weight there.

The operator \(z\) is even in the Dirac sense: it is a multiple of the unit matrix and connects upper with upper and lower with lower. This differs from spatial parity, under which \(\mathbf r\) is odd. Each term of the matrix element thus contains one small component:
\[
\langle n|z|0\rangle\simeq\frac1{2C}\Big[\langle l_n|z\,\boldsymbol\sigma\cdot\mathbf p\,\varphi\chi\rangle-\langle l_n|\boldsymbol\sigma\cdot\mathbf p\,z\,\varphi\chi\rangle\Big].
\]
In the second term \(\boldsymbol\sigma\cdot\mathbf p\) has been moved from \(l_n\) to the right, since it is Hermitian. The bracket is a commutator, and \([z,p_z]=i\), so
\[
\langle n|z|0\rangle\simeq\frac{i}{2C}\langle l_n|\sigma_z\varphi\chi\rangle .
\]
Evenness does not make the coupling vanish. It reduces the amplitude from atomic size to half a reduced Compton wavelength, which is \(1/(2C)\) here.

At this order the functions \(l_n\) form a complete set. Because \(\sigma_z^2=1\),
\[
\sum_{n<0}|\langle n|z|0\rangle|^2\simeq\frac1{4C^2},
\]
where \(n<0\) denotes negative energies. With \(E_n-E_0\simeq-2C^2\),
\[
\alpha_-\simeq2\cdot\frac1{4C^2}\cdot\frac1{-2C^2}=-\frac1{4C^4}=-\frac{(Z\alpha)^4}4,
\qquad
\frac{\alpha_-}{\alpha_{\rm NR}}\simeq-\frac{(Z\alpha)^4}{18}.
\]
The squared amplitude supplies \((Z\alpha)^2\), and the ratio of atomic to pair energies supplies another \((Z\alpha)^2\). The sign is negative because the states below push the 1s level up.

The function \(\sigma_z\varphi\chi\) is an s wave in the lower component. Its Dirac partner has a p wave in the upper component, so at leading order the coupling goes to p\(_{1/2}\) states. At \(Z=1\) the p\(_{3/2}\) share of \(\alpha_-\) is below \(10^{-9}\). This small share converges slowly with the basis, so only its size is quoted.

## A bound and the next term

The power of \(Z\alpha\) can be secured without approximating the wave functions. In \(H\) only \(C\alpha_zp_z\) fails to commute with \(z\), so \([z,H]=iC\alpha_z\). Between eigenstates,
\[
(E_0-E_n)\langle n|z|0\rangle=iC\langle n|\alpha_z|0\rangle,
\]
and therefore
\[
|\alpha_-|=2C^2\sum_{n<0}\frac{|\langle n|\alpha_z|0\rangle|^2}{(E_0-E_n)^3}.
\]
Since \(\alpha_z^2=1\), the squared matrix elements over all states add up to 1, and the negative-energy ones to at most 1. The gap is at least \(2C^2+E_0\). Hence
\[
|\alpha_-|\le\frac{2C^2}{(2C^2+E_0)^3},
\]
which tends to \(1/(4C^4)\) for small \(Z\alpha\). Nothing of lower order than \((Z\alpha)^4\) can appear.

Two effects give the next term. First, some of the norm of \(\alpha_z|0\rangle\) lies in positive-energy states. For these the small lower components give
\[
\langle n|\alpha_z|0\rangle\simeq\frac1{2C}\langle u_n|\sigma_z\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\sigma_z|\varphi\chi\rangle=\frac1C\langle u_n|p_z|\varphi\chi\rangle .
\]
The sum of squares is \(\langle p_z^2\rangle/C^2=1/(3C^2)\), because \(\langle p^2\rangle=1\) in 1s. The negative-energy states keep \(1-1/(3C^2)\).

Second, the gap is not exactly \(2C^2\). Inserting \(u_n\) into the second row of the Dirac equation gives
\[
\left(V-\tfrac12p^2\right)l_n=(E_n+2C^2)\,l_n .
\]
The weights \(|\langle n|\alpha_z|0\rangle|^2\simeq|\langle l_n|\sigma_z\varphi\chi\rangle|^2\) average this energy over \(\varphi\):
\[
\overline{E_n+2C^2}=\langle V\rangle-\tfrac12\langle p^2\rangle=-1-\tfrac12=-\tfrac32 .
\]
The mean gap is thus \(-\tfrac12+2C^2+\tfrac32=2C^2+1\). To first order its inverse cube is \((2C^2)^{-3}[1-3/(2C^2)]\). Combining both effects,
\[
\alpha_-=-\frac{(Z\alpha)^4}{4}\left[1-\left(\tfrac13+\tfrac32\right)(Z\alpha)^2+\dots\right]
=-\frac{(Z\alpha)^4}{4}\left[1-\tfrac{11}6(Z\alpha)^2+\dots\right].
\]
The value extracted numerically at \(Z=1\) is 1.83, in agreement with \(11/6\simeq1.833\). An extraction at finite \(Z\) also contains the higher terms, which lower it slightly.

In ordinary units \(\alpha_-\) must be multiplied by \(a_0^3/Z^4\). The leading term becomes \(-\alpha^4a_0^3/4\), where \(\alpha\) is the fine-structure constant, and no longer depends on \(Z\). The relative effect grows as \(Z^4\) because the ordinary polarizability shrinks as \(Z^{-4}\).

## Where negative-energy states are not small

The suppression belongs to \(\alpha_E\), not to every sum built from the same matrix elements. Consider
\[
\sum_n(E_n-E_0)|\langle n|z|0\rangle|^2=\tfrac12\langle0|[z,[H,z]]|0\rangle=0,
\]
which vanishes because \([H,z]=-iC\alpha_z\) commutes with \(z\). The negative-energy part is \(-2C^2\cdot1/(4C^2)=-\tfrac12\), and it cancels the positive-energy part \(+\tfrac12\). At \(Z=1\) the computed parts are \(\pm0.49998\) hartree \(a_0^2\). Here the large gap multiplies the small squared amplitude; in \(\alpha_E\) it divides it.

## The magnetic case

A uniform field \(B\) along \(z\) has the vector potential \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). In units that absorb the charge, \(\mathbf p\) becomes \(\mathbf p+\mathbf A\), and the Dirac Hamiltonian gains
\[
H'=C\boldsymbol\alpha\cdot\mathbf A=\frac C2B\,(\mathbf r\times\boldsymbol\alpha)_z .
\]
This operator is odd: it links the large upper component of 1s directly to the large lower component of a negative-energy state. No factor \(1/C\) appears in
\[
\langle n|(\mathbf r\times\boldsymbol\alpha)_z|0\rangle\simeq\langle l_n|(x\sigma_y-y\sigma_x)\varphi\chi\rangle .
\]
Since \(\sigma_x\) and \(\sigma_y\) anticommute, \((x\sigma_y-y\sigma_x)^2=x^2+y^2\). The squares add up to \(\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle=2\), and the energy shift is
\[
\frac{C^2B^2}{4}\cdot\frac{\langle x^2+y^2\rangle}{2C^2}=\frac{B^2}{8}\langle x^2+y^2\rangle .
\]
This is the ordinary diamagnetic energy. Writing the quadratic shift as \(-\tfrac12\xi B^2\), the negative-energy part of the magnetizability is \(\xi_-\simeq-\tfrac14\langle x^2+y^2\rangle=-\tfrac12\), in units of \(e^2a_0^2/(mZ^2)\).

For positive-energy states the small components give
\[
\langle n|H'|0\rangle\simeq\tfrac12\langle u_n|\{\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf A\}|\varphi\chi\rangle
=\tfrac12B\langle u_n|L_z+\sigma_z|\varphi\chi\rangle .
\]
The last form follows from \(\{\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf A\}=2\mathbf A\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf B\). With the spin along \(z\), \(\varphi\chi\) is an eigenfunction of \(L_z+\sigma_z\). The expression therefore gives the linear Zeeman energy but no coupling to excited states. That coupling starts with relativistic corrections of relative order \(1/C^2\), so its square contributes to \(\xi\) at relative order \((Z\alpha)^4\). The two kinds of states have exchanged roles. This split holds for the gauge origin at the nucleus. Moving the origin by \(R\) perpendicular to \(\mathbf B\) adds a constant to \(\mathbf A\), and by the sum rule above it shifts \(\xi_+\) by about \(+R^2/4\) and \(\xi_-\) by about \(-R^2/4\), leaving the total unchanged.

Two features separate the responses. The electric operator is even, which costs a factor \((Z\alpha)^2\) in the squared amplitude. The magnetic operator is odd and also carries a factor \(C\), whose square offsets the large pair denominator.

## Four ions

The radial Dirac equation was diagonalized in a basis of 30 Laguerre functions per component, with the continua represented by discrete states. Reducing 30 to 24 changes the total responses and their negative-energy parts by less than one part in a thousand. The electric columns are relative to \(\tfrac92a_0^3/Z^4\); the last column is the ratio of the positive-energy to the negative-energy part of \(\xi\).

| \(Z\) | total shift of \(\alpha_E\) | \(\alpha_-\), computed | \(-(Z\alpha)^4/18\) | \(\xi_+/\xi_-\) |
|---|---|---|---|---|
| 1 | \(-5.52\times10^{-5}\) | \(-1.575\times10^{-10}\) | \(-1.575\times10^{-10}\) | \(-1.65\times10^{-9}\) |
| 10 | \(-5.52\times10^{-3}\) | \(-1.560\times10^{-6}\) | \(-1.575\times10^{-6}\) | \(-1.62\times10^{-5}\) |
| 30 | \(-4.94\times10^{-2}\) | \(-1.179\times10^{-4}\) | \(-1.276\times10^{-4}\) | \(-1.25\times10^{-3}\) |
| 50 | \(-1.36\times10^{-1}\) | \(-8.06\times10^{-4}\) | \(-9.85\times10^{-4}\) | \(-9.4\times10^{-3}\) |

For \(Z=30\), \(Z\alpha=0.2189\) and \((Z\alpha)^2=0.04793\). The leading estimate is \(-(0.04793)^2/18=-1.276\times10^{-4}\), about 8% larger in magnitude than the computed value. The bracket \(1-\tfrac{11}6(0.04793)=0.912\) changes it to \(-1.164\times10^{-4}\), about 1% too small in magnitude. At \(Z=50\) the leading estimate is 22% too large and the corrected one about 8% too small, so further terms are needed there.

The total relativistic shift is far larger than \(\alpha_-\). Its computed power of \(Z\alpha\) is 2.00, against 4.00 for \(\alpha_-\), so the leading shift comes from positive-energy states: from their changed energies and wave functions. For \(Z=1\) the total polarizability is \(7.419\times10^{-41}\) C\(^2\) m\(^2\)/J, of which the negative-energy states supply \(-1.169\times10^{-50}\) in the same unit. Their magnetizability, \(-3.945\times10^{-29}\) J/T\(^2\), is nearly the whole quadratic magnetic response when the gauge origin is at the nucleus.

## What this means for a no-pair calculation

Removing the negative-energy states of the field-free \(H\) raises \(\alpha_E\) by \(|\alpha_-|\), a relative error of about \((Z\alpha)^4/18\). The same removal in the magnetic problem, with \(H'\) as the only interaction, loses the leading diamagnetism.

The size of the error depends on the projector. Suppose the projector is instead rebuilt from the Hamiltonian that includes the static field. For a weak field in a finite basis or region, where a gap still separates the two sets of states, the perturbed 1s state then lies wholly in the retained space, and its second-order energy equals that of the full Dirac problem. The estimate therefore applies to the projector built from the field-free \(H\), nuclear potential included. It does not apply to every projector fixed in advance. A free-particle projector already alters the 1s state, and it lowers \(\alpha_E\) by a much larger amount, about \(10^{-6}\) relative at \(Z=1\) and about 4% at \(Z=50\). The full list of computed values is in the numerical output.

## Computed results

```
fine-structure constant = 0.007297353 (dimensionless)
Z = 1, sums over negative-energy states:
  sum |<n|z|0>|^2 / alpha^2 = 0.249982 a0^2
  sum |<n|alpha_z|0>|^2 = 0.999982 (dimensionless)
  sum |<n|(r x alpha)_z|0>|^2 = 1.999885 a0^2
  alpha_minus / alpha^4 = -0.249976 a0^3
  velocity form / alpha^4 = -0.249976 a0^3
  next coefficient = 1.8323, derived 11/6 = 1.8333 (dimensionless)
  share of p3/2 states in alpha_minus = 7.15e-10
Z = 1, sum of (E_n-E_0)|<n|z|0>|^2:
  positive = 0.499978, negative = -0.499978 hartree a0^2
Powers of Z*alpha between 0.02 and 0.04 (dimensionless):
  negative-energy polarizability: 3.9969
  total relativistic shift of polarizability: 1.9998
  negative-energy magnetizability: -0.0023
  positive-energy magnetizability: 3.9929
Z = 1, Z*alpha = 0.007297
  total polarizability = 4.499751e+00 a0^3
  relative shift from 9/2 law = -5.5223e-05
  negative-energy part = -7.0886e-10 a0^3
  part / (9/2 law) = -1.5752e-10, estimate = -1.5754e-10
  magnetizability, negative-energy = -4.99965e-01 a.u.
  magnetizability, positive-energy = 8.227e-10 a.u.
  total polarizability in SI = 7.41909e-41 C^2 m^2/J
  negative-energy part in SI = -1.1687e-50 C^2 m^2/J
  negative-energy magnetizability = -3.9452e-29 J/T^2
Z = 10, Z*alpha = 0.072974
  total polarizability = 4.475164e-04 a0^3
  relative shift from 9/2 law = -5.5190e-03
  negative-energy part = -7.0216e-10 a0^3
  part / (9/2 law) = -1.5604e-06, estimate = -1.5754e-06
  magnetizability, negative-energy = -4.96461e-03 a.u.
  magnetizability, positive-energy = 8.065e-08 a.u.
Z = 30, Z*alpha = 0.218921
  total polarizability = 5.280941e-06 a0^3
  relative shift from 9/2 law = -4.9431e-02
  negative-energy part = -6.5491e-10 a0^3
  part / (9/2 law) = -1.1788e-04, estimate = -1.2761e-04
  magnetizability, negative-energy = -5.20952e-04 a.u.
  magnetizability, positive-energy = 6.523e-07 a.u.
Z = 50, Z*alpha = 0.364868
  total polarizability = 6.221086e-07 a0^3
  relative shift from 9/2 law = -1.3596e-01
  negative-energy part = -5.8029e-10 a0^3
  part / (9/2 law) = -8.0595e-04, estimate = -9.8462e-04
  magnetizability, negative-energy = -1.66759e-04 a.u.
  magnetizability, positive-energy = 1.570e-06 a.u.
```
